**Pachner moves for the Ponzano–Regge and Turaev–Viro state sums**

The program tests a state sum with weight Δ on interior edges, 1/θ on interior triangles and Tet on tetrahedra; labels are doubled spins, and q = 1 or q = exp(iπ/r). It asserts that a closed formula for θ and Tet agrees with explicit matrix contraction of the networks for small labels, and that the q = 1 values reproduce Wigner 6j symbols, signs included, obtained from Clebsch–Gordan coefficients. The 2-3 identity is asserted for all boundary labelings with spins up to 3/2, at q = 1 and r = 5, including cases where the shared triangle is forbidden. For the 1-4 move it asserts the factor Λ_L = Σ(2x+1)² when one new edge is cut off at spin L, and Λ_r = r/(2 sin²(π/r)) at a root of unity. The output shows Λ_L growing to 180441 at L = 40, while a common cutoff on all four new edges gives 0.9638 of that value for boundary spins 1. At r = 5 the factor is 7.236, and two triangulations of the three-sphere both give Z = 0.138197 = 1/Λ_5. As r increases to 100, the spin-1 symbol approaches 1/6 and Λ_r grows approximately as r³/(2π²).

## Program and output

```python
"""
Result under test: the simplicial state sum with weights
    interior edge Delta, interior triangle 1/theta, tetrahedron Tet
is unchanged by the 2-3 move; the 1-4 move multiplies it by sum_x Delta_x^2,
which diverges for q = 1 (Ponzano-Regge) and is finite for q = exp(i pi/r)
(Turaev-Viro), where a factor 1/Lambda_r per vertex restores invariance.

Labels in the code are doubled spins (integers a = 2j).
Delta, theta, Tet: planar networks with loop value -(q + 1/q).
eij: label of the edge joining vertices i and j of the triangulation.
r = None means q = 1, treated in exact rational arithmetic.
"""
from fractions import Fraction
from functools import lru_cache
from itertools import combinations, product
from math import pi, sin, sqrt
import numpy as np
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan


class Weights:
    def __init__(self, r=None):
        self.r = r
        if r is None:
            self.ints = [Fraction(n) for n in range(260)]
        else:
            self.ints = [sin(pi * n / r) / sin(pi / r) for n in range(2 * r + 2)]
            self.ints[r] = 0.0
        self.fac = [self.ints[1]]
        for n in range(1, len(self.ints)):
            self.fac.append(self.fac[-1] * self.ints[n])
        self.theta = lru_cache(None)(self._theta)
        self.tet = lru_cache(None)(self._tet)

    def ok(self, a, b, c):
        return ((a + b + c) % 2 == 0 and abs(a - b) <= c <= a + b
                and (self.r is None or a + b + c <= 2 * (self.r - 2)))

    def channels(self, a, b):
        return [c for c in range(abs(a - b), a + b + 1, 2) if self.ok(a, b, c)]

    def delta(self, a):
        return (-1) ** a * self.ints[a + 1]

    def _theta(self, a, b, c):
        f = self.fac
        m, n, p = (a + b - c) // 2, (b + c - a) // 2, (a + c - b) // 2
        total = m + n + p
        return ((-1) ** total * f[total + 1] * f[m] * f[n] * f[p]
                / (f[a] * f[b] * f[c]))

    def _tet(self, e12, e13, e14, e23, e24, e34):
        f = self.fac
        tri = [(e12 + e13 + e23) // 2, (e12 + e14 + e24) // 2,
               (e13 + e14 + e34) // 2, (e23 + e24 + e34) // 2]
        quad = [(e12 + e34 + e13 + e24) // 2, (e12 + e34 + e14 + e23) // 2,
                (e13 + e24 + e14 + e23) // 2]
        # large factorials are multiplied and divided in turn to avoid overflow
        strands = sorted((u - t for t in tri for u in quad), reverse=True)
        edges = sorted((e12, e13, e14, e23, e24, e34), reverse=True)
        front = f[0]
        for k, n in enumerate(strands):
            front = front * f[n]
            if k < len(edges):
                front = front / f[edges[k]]
        total = 0
        for s in range(max(tri), min(quad) + 1):
            term = (-1) ** s * f[s + 1]
            for t in tri:
                term = term / f[s - t]
            for u in quad:
                term = term / f[u - s]
            total = total + term
        return front * total

    def tet_ok(self, e12, e13, e14, e23, e24, e34):
        return (self.ok(e12, e13, e23) and self.ok(e12, e14, e24)
                and self.ok(e13, e14, e34) and self.ok(e23, e24, e34))


def close(a, b, tol=1e-9):
    return abs(a - b) <= tol * max(1.0, abs(a), abs(b))


classical = Weights()
quantum5 = Weights(5)
small_tets = {w: [e for e in product(range(4), repeat=6) if w.tet_ok(*e)]
              for w in (classical, quantum5)}


# ---- networks contracted as explicit matrices on two-state strands ----
def check_networks(w):
    q = 1.0 if w.r is None else np.exp(1j * pi / w.r)
    cup = np.array([[0, -q], [1, 0]], dtype=complex)
    cap = np.linalg.inv(cup)
    turn = np.outer(cup.ravel(), cap.ravel())
    proj = [np.eye(1), np.eye(2)]
    for n in range(1, 4):
        wide = np.kron(proj[n], np.eye(2))
        hook = np.kron(np.eye(2 ** (n - 1)), turn)
        ratio = float(w.delta(n - 1) / w.delta(n))
        proj.append(wide - ratio * wide @ hook @ wide)

    def nested(pair, m):
        v = np.ones(1, dtype=complex)
        for _ in range(m):
            v = np.einsum('ab,i->aib', pair, v).ravel()
        return v

    for n in range(5):
        loop = nested(cap, n) @ np.kron(proj[n], np.eye(2 ** n)) @ nested(cup, n)
        assert close(loop, float(w.delta(n)))

    @lru_cache(None)
    def merge(a, b, c):
        m = (a + b - c) // 2
        row = nested(cap, m)[None, :]
        k = np.kron(np.kron(np.eye(2 ** (a - m)), row), np.eye(2 ** (b - m)))
        return proj[c] @ k @ np.kron(proj[a], proj[b])

    @lru_cache(None)
    def split(a, b, c):
        m = (a + b - c) // 2
        col = nested(cup, m)[:, None]
        k = np.kron(np.kron(np.eye(2 ** (a - m)), col), np.eye(2 ** (b - m)))
        return np.kron(proj[a], proj[b]) @ k @ proj[c]

    def schur_scalar(op, x):
        value = np.trace(op) / np.trace(proj[x])
        assert np.allclose(op, value * proj[x], atol=1e-9)
        return value

    for a, b, c in product(range(4), repeat=3):
        if w.ok(a, b, c):
            value = schur_scalar(merge(a, b, c) @ split(a, b, c), c)
            assert close(value * float(w.delta(c)), float(w.theta(a, b, c)))
            assert abs(w.theta(a, b, c)) > 1e-6
    for x, p1, p2, q1, q2, g in small_tets[w]:
        op = (merge(p2, q2, x)
              @ np.kron(np.eye(2 ** p2), merge(g, q1, q2))
              @ np.kron(split(p2, g, p1), np.eye(2 ** q1))
              @ split(p1, q1, x))
        value = schur_scalar(op, x) * float(w.delta(x))
        assert close(value, float(w.tet(x, p1, p2, q1, q2, g)))
    return len(small_tets[w])


n_net_classical = check_networks(classical)
n_net_quantum = check_networks(quantum5)


# ---- Wigner 6j, with sign, from Clebsch-Gordan recoupling ----
@lru_cache(None)
def cg(a, ma, b, mb, c):
    mc = ma + mb
    if abs(ma) > a or abs(mb) > b or abs(mc) > c:
        return 0.0
    h = [Rational(k, 2) for k in (a, b, c, ma, mb, mc)]
    return float(clebsch_gordan(*h))


def sixj_from_network(w, e12, e13, e14, e23, e24, e34):
    norm = abs(w.theta(e12, e13, e23) * w.theta(e12, e14, e24)
               * w.theta(e13, e14, e34) * w.theta(e23, e24, e34))
    return float(w.tet(e12, e13, e14, e23, e24, e34)) / sqrt(norm)


for a, b, f, e, d, c in small_tets[classical]:
    overlap = 0.0
    for ma in range(-a, a + 1, 2):
        for mb in range(-b, b + 1, 2):
            mc = d - ma - mb
            if abs(mc) <= c:
                overlap += (cg(a, ma, b, mb, e) * cg(e, ma + mb, c, mc, d)
                            * cg(b, mb, c, mc, f) * cg(a, ma, f, mb + mc, d))
    sign = (-1) ** ((a + b + c + d) // 2)
    sixj = sign * overlap / sqrt((e + 1) * (f + 1))
    assert close(sixj, sixj_from_network(classical, a, b, f, e, d, c))

# ---- truncated triangle rule from repeated fusion with spin 1/2 ----
step = np.diag(np.ones(3), 1) + np.diag(np.ones(3), -1)
fusion = [np.eye(4), step]
for _ in range(2):
    fusion.append(step @ fusion[-1] - fusion[-2])
for a, b, c in product(range(4), repeat=3):
    assert round(fusion[a][b, c]) == int(quantum5.ok(a, b, c))


# ---- 2-3 move: vertices 1,2,3 shared, apexes 4 and 5 ----
def two_tets(w, e12, e13, e23, e14, e24, e34, e15, e25, e35):
    if not w.ok(e12, e13, e23):
        return 0
    return (w.tet(e12, e13, e14, e23, e24, e34)
            * w.tet(e12, e13, e15, e23, e25, e35) / w.theta(e12, e13, e23))


def three_tets_terms(w, e12, e13, e23, e14, e24, e34, e15, e25, e35):
    terms = {}
    for x in w.channels(e14, e15):
        if w.ok(e24, e25, x) and w.ok(e34, e35, x):
            terms[x] = (w.delta(x) * w.tet(e12, e14, e15, e24, e25, x)
                        * w.tet(e13, e14, e15, e34, e35, x)
                        * w.tet(e23, e24, e25, e34, e35, x)
                        / (w.theta(e14, e15, x) * w.theta(e24, e25, x)
                           * w.theta(e34, e35, x)))
    return terms


def check_23(w):
    count, forbidden = 0, 0
    for lab in product(range(4), repeat=9):
        e12, e13, e23, e14, e24, e34, e15, e25, e35 = lab
        if (w.ok(e12, e14, e24) and w.ok(e13, e14, e34) and w.ok(e23, e24, e34)
                and w.ok(e12, e15, e25) and w.ok(e13, e15, e35)
                and w.ok(e23, e25, e35)):
            left, right = two_tets(w, *lab), sum(three_tets_terms(w, *lab).values())
            assert left == right if w.r is None else close(left, right)
            count += 1
            forbidden += not w.ok(e12, e13, e23)
    assert forbidden > 0
    return count, forbidden


count_classical = check_23(classical)
count_quantum = check_23(quantum5)


# ---- 1-4 move: new vertex 0 joined to 1..4 by x1..x4 ----
def four_tets(w, outer, cut_x2, cut_rest=10 ** 9):
    e12, e13, e14, e23, e24, e34 = outer
    total = 0
    for x2 in range(cut_x2 + 1):
        for x1, x3, x4 in product(w.channels(x2, e12), w.channels(x2, e23),
                                  w.channels(x2, e24)):
            if (max(x1, x3, x4) > cut_rest or not w.ok(x1, x3, e13)
                    or not w.ok(x1, x4, e14) or not w.ok(x3, x4, e34)):
                continue
            top = (w.delta(x1) * w.delta(x2) * w.delta(x3) * w.delta(x4)
                   * w.tet(x1, x2, x3, e12, e13, e23)
                   * w.tet(x1, x2, x4, e12, e14, e24)
                   * w.tet(x1, x3, x4, e13, e14, e34)
                   * w.tet(x2, x3, x4, e23, e24, e34))
            low = (w.theta(x1, x2, e12) * w.theta(x1, x3, e13)
                   * w.theta(x1, x4, e14) * w.theta(x2, x3, e23)
                   * w.theta(x2, x4, e24) * w.theta(x3, x4, e34))
            total = total + top / low
    return total


def lambda_cut(twice_cut):
    n = twice_cut + 1
    return Fraction(n * (n + 1) * (2 * n + 1), 6)


def lambda_root(r):
    return r / (2 * sin(pi / r) ** 2)


for outer in small_tets[classical][::7]:
    assert four_tets(classical, outer, 5) == lambda_cut(5) * classical.tet(*outer)
for outer in small_tets[quantum5]:
    assert close(four_tets(quantum5, outer, 3),
                 lambda_root(5) * quantum5.tet(*outer))
zero_outer = (4, 4, 3, 4, 3, 3)
assert classical.tet_ok(*zero_outer) and classical.tet(*zero_outer) == 0
zero_sum = four_tets(classical, zero_outer, 8)
assert zero_sum == 0

ones = (2,) * 6
cut_rows = []
for cut in (1, 2, 5, 10, 20, 40):
    one_edge = four_tets(classical, ones, 2 * cut) / classical.tet(*ones)
    assert one_edge == lambda_cut(2 * cut)
    all_edges = four_tets(classical, ones, 2 * cut, 2 * cut) / classical.tet(*ones)
    cut_rows.append((cut, int(one_edge), float(all_edges / one_edge)))
assert abs(cut_rows[-1][2] - 1) < 0.6 * abs(cut_rows[-2][2] - 1)

root_rows = []
for r in (5, 10, 20, 50, 100):
    w = Weights(r)
    factor = four_tets(w, ones, r - 2) / w.tet(*ones)
    assert close(factor, lambda_root(r), 1e-7)
    root_rows.append((r, sixj_from_network(w, *ones), factor,
                      factor / (r ** 3 / (2 * pi ** 2))))
sixj_one = sixj_from_network(classical, *ones)
assert abs(root_rows[-1][1] - sixj_one) < 0.01
assert abs(root_rows[-1][3] - 1) < 0.01


# ---- closed three-sphere from two different triangulations ----
def sphere(w, n_vertices, tets, triangles):
    n = w.r - 1
    tet_array, inv_theta = np.zeros((n,) * 6), np.zeros((n,) * 3)
    for e in product(range(n), repeat=6):
        if w.tet_ok(*e):
            tet_array[e] = w.tet(*e)
    for t in product(range(n), repeat=3):
        if w.ok(*t):
            inv_theta[t] = 1 / w.theta(*t)
    dims = np.array([w.delta(a) for a in range(n)])
    letter = dict(zip(combinations(range(n_vertices), 2), 'abcdefghij'))

    def word(vertices):
        return ''.join(letter[p] for p in combinations(vertices, 2))

    words = [word(t) for t in tets] + [word(t) for t in triangles]
    words += list(letter.values())
    arrays = [tet_array] * len(tets) + [inv_theta] * len(triangles)
    arrays += [dims] * len(letter)
    raw = float(np.einsum(','.join(words) + '->', *arrays))
    return raw, raw / lambda_root(w.r) ** n_vertices


raw2, z2 = sphere(quantum5, 4, [(0, 1, 2, 3)] * 2, list(combinations(range(4), 3)))
raw5, z5 = sphere(quantum5, 5, list(combinations(range(5), 4)),
                  list(combinations(range(5), 3)))
assert close(z2, 1 / lambda_root(5)) and close(z5, 1 / lambda_root(5))

# ---- worked numbers (all dimensionless) ----
print("All quantities dimensionless; outer spins 1 in the examples")
print("networks contracted: q=1:", n_net_classical, " r=5:", n_net_quantum)
print("2-3 labelings tested (total, shared triangle forbidden):")
print("  q=1:", count_classical, " r=5:", count_quantum)
nine = (2,) * 9
for name, w in (("q=1", classical), ("r=5", quantum5)):
    print(f"{name}: theta(1,1,1) = {float(w.theta(2, 2, 2)):.6f}, "
          f"Tet = {float(w.tet(*ones)):.6f}, "
          f"6j = {sixj_from_network(w, *ones):.6f}")
    terms = three_tets_terms(w, *nine)
    for x, term in terms.items():
        print(f"  2-3 term, inner spin {x / 2:.0f}: {float(term):.6f}")
    print(f"  three tetrahedra: {float(sum(terms.values())):.6f}, "
          f"two tetrahedra: {float(two_tets(w, *nine)):.6f}")
print("1-4 move, q=1: cutoff L, factor with one edge cut,")
print("  (all edges cut)/(one edge cut), L*(that ratio - 1)")
for cut, factor, ratio in cut_rows:
    print(f"  {cut:3d} {factor:8d} {ratio:.6f} {cut * (ratio - 1):.4f}")
print("1-4 sum for outer spins (2,2,3/2,2,3/2,3/2), L=4:", zero_sum)
print("1-4 move, root of unity: r, 6j(all spins 1), factor Lambda_r,")
print("  Lambda_r/(r^3/(2 pi^2))")
for r, sixj, factor, ratio in root_rows:
    print(f"  {r:3d} {sixj:.6f} {factor:.6f} {ratio:.6f}")
print(f"three-sphere, r=5, 2 tetrahedra: raw sum {raw2:.6f}, Z = {z2:.8f}")
print(f"three-sphere, r=5, 5 tetrahedra: raw sum {raw5:.6f}, Z = {z5:.8f}")
print(f"1/Lambda_5 = {1 / lambda_root(5):.8f}")
print("checks complete")
```

Output:

```
All quantities dimensionless; outer spins 1 in the examples
networks contracted: q=1: 181  r=5: 120
2-3 labelings tested (total, shared triangle forbidden):
  q=1: (1618, 123)  r=5: (800, 48)
q=1: theta(1,1,1) = -3.000000, Tet = 1.500000, 6j = 0.166667
  2-3 term, inner spin 0: -1.000000
  2-3 term, inner spin 1: -0.375000
  2-3 term, inner spin 2: 0.625000
  three tetrahedra: -0.750000, two tetrahedra: -0.750000
r=5: theta(1,1,1) = -0.618034, Tet = -0.145898, 6j = -0.381966
  2-3 term, inner spin 0: -0.055728
  2-3 term, inner spin 1: 0.021286
  three tetrahedra: -0.034442, two tetrahedra: -0.034442
1-4 move, q=1: cutoff L, factor with one edge cut,
  (all edges cut)/(one edge cut), L*(that ratio - 1)
    1       14 0.397156 -0.6028
    2       55 0.569104 -0.8618
    5      506 0.767577 -1.1621
   10     3311 0.868854 -1.3115
   20    23821 0.929997 -1.4001
   40   180441 0.963788 -1.4485
1-4 sum for outer spins (2,2,3/2,2,3/2,3/2), L=4: 0
1-4 move, root of unity: r, 6j(all spins 1), factor Lambda_r,
  Lambda_r/(r^3/(2 pi^2))
    5 -0.381966 7.236068 1.142674
   10 0.145898 52.360680 1.033558
   20 0.163422 408.634582 1.008265
   50 0.166216 6340.913895 1.001317
  100 0.166556 50677.261778 1.000329
three-sphere, r=5, 2 tetrahedra: raw sum 378.885438, Z = 0.13819660
three-sphere, r=5, 5 tetrahedra: raw sum 2741.640786, Z = 0.13819660
1/Lambda_5 = 0.13819660
checks complete
```
